\section*{Where implantation-induced amorphization begins: comment on a surface-first argument}

\section{The argument under review}

The manuscript argues as follows. Every implanted ion enters through the surface, whereas only the ions that have not yet stopped reach a given depth. The surface layer is therefore crossed most often and is damaged most. Amorphization starts there, and the amorphous layer then thickens inward. Dynamic recovery, the annealing of damage during the implant, may slow this process but cannot change its order. In reply to an objection, the manuscript adds that a layer turns amorphous wherever damage deposition exceeds dynamic recovery.

If ions never turn back, no deeper layer is crossed more often than the surface, and the premise about crossings holds. Scattered ions, however, can cross an inner layer more than once. Even without scattering, the conclusion does not follow. Damage depends on the number of crossings multiplied by the damage per crossing, and the second factor changes as the ion slows down. The added criterion also fails, because it compares the two rates without saying at what level of damage the recovery is to be evaluated. Both points can be settled in a model simple enough to solve.

\section{Damage per crossing}

Let an ion enter with energy $E_0$ and travel straight inward, losing energy continuously. Let $S_n$ be its energy loss per unit depth to atomic recoils (nuclear stopping) and $S_e$ its loss to electrons. Nuclear stopping rises with energy for slow ions and falls for fast ones. A model with this behaviour is
\begin{equation}
S_n(E)=\frac{2S_m\sqrt{E E_m}}{E+E_m},\qquad
S_e(E)=\kappa\sqrt E,\qquad
\frac{dE}{dx}=-(S_n+S_e).
\label{eq:stop}
\end{equation}
The quotient rule gives
\begin{align}
S_n'(E)&=2S_m\sqrt{E_m}\,
\frac{(E+E_m)/(2\sqrt E)-\sqrt E}{(E+E_m)^2}\nonumber\\
&=\frac{S_m\sqrt{E_m}\,(E_m-E)}{\sqrt E\,(E+E_m)^2},
\end{align}
so $S_n$ has its maximum, $S_m$, at $E=E_m$. Along the path,
\begin{equation}
\frac{dS_n}{dx}=S_n'(E)\frac{dE}{dx}=-S_n'(E)\,(S_n+S_e).
\end{equation}
If $E_0>E_m$, then $S_n'(E_0)<0$ and the damage per unit depth increases below the surface. It peaks where the ion has slowed to $E_m$. In this straight-path model all ions reach that depth, so the count of crossings gives the surface no advantage.

To locate the peak, write the total stopping as
\begin{equation}
S_n+S_e=\sqrt E\,\frac{A+\kappa E_m+\kappa E}{E+E_m},
\qquad A=2S_m\sqrt{E_m}.
\end{equation}
The depth at which the energy has fallen to $E$ is the integral of $dE'/(S_n+S_e)$ from $E$ to $E_0$. With $u=\sqrt{E'}$ and $dE'=2u\,du$, the factor $\sqrt{E'}$ cancels:
\begin{align}
x(E)&=\frac{2}{\kappa}\int_{\sqrt E}^{\sqrt{E_0}}
\frac{u^2+E_m}{u^2+b^2}\,du,
\qquad b^2=E_m+\frac A\kappa,\nonumber\\
&=\frac{2}{\kappa}\int_{\sqrt E}^{\sqrt{E_0}}
\left[1-\frac{A/\kappa}{u^2+b^2}\right]du
=F(\sqrt{E_0})-F(\sqrt E),\label{eq:depth}\\
F(u)&=\frac2\kappa\left[u-\frac{A}{\kappa b}
\arctan\frac ub\right].\nonumber
\end{align}
The second line uses $u^2+E_m=(u^2+b^2)-A/\kappa$.

For numbers, take round model parameters that represent no particular material: $E_0=200$ keV, $E_m=15$ keV, $S_m=0.4$ keV/nm and $\kappa=0.025$ keV$^{1/2}$/nm. Equation~\eqref{eq:depth} gives a range $x(0)=395$ nm and a damage peak at $x(E_m)=352$ nm. The nuclear stopping at the surface is $0.204$ keV/nm, about half its peak value.

\section{Deposition against recovery}

Let $n(x,t)$ be the fraction of displaced atoms, with $n(x,0)=0$. I assume that a layer turns amorphous when $n$ reaches a critical value $c$, and that it then stays amorphous. Each depth evolves on its own. Defect diffusion, overlap of damaged regions, regrowth of the crystal, the advance of an existing amorphous interface under the beam, the transport of energy by recoils and sputtering of the surface are neglected.

If all nuclear loss produces displacements, the Norgett--Robinson--Torrens estimate is $0.8S_n/(2E_d)$ displacements per ion and unit depth, where $E_d$ is the displacement energy. Multiplying by the ion flux $\phi$ and dividing by the atomic density $N$ gives the displacement rate per atom,
\begin{equation}
p(x)=\frac{0.4\,\phi\,S_n(E(x))}{E_dN}.
\end{equation}
Take $\phi=10^{12}$ cm$^{-2}$\,s$^{-1}$, which is $0.01$ nm$^{-2}$\,s$^{-1}$, together with $E_d=20$ eV and $N=50$ nm$^{-3}$. At the peak,
\begin{equation}
p_m=\frac{0.4\times0.01\times400}{20\times50}\ \mathrm{s^{-1}}
=1.6\times10^{-3}\ \mathrm{s^{-1}},
\end{equation}
while at the surface $p(0)=8.15\times10^{-4}$ s$^{-1}$.

Let recovery remove damage at a rate $R(n)$ that is the same function at all depths, smooth and increasing, with $R(0)=0$. Then
\begin{equation}
\frac{dn}{dt}=p(x)-R(n),\qquad
t_a(x)=\int_0^c\frac{dn}{p(x)-R(n)},
\label{eq:general}
\end{equation}
where $t_a$ is the amorphization time. There are three cases.
\begin{itemize}
\item If $p>R(c)$, the denominator is positive over the whole interval and $t_a$ is finite.
\item If $p=R(c)$, smoothness gives $p-R(n)\le K(c-n)$ for some constant $K$. The integral then diverges at least logarithmically.
\item If $p<R(c)$, the damage saturates below $c$.
\end{itemize}
The correct criterion is therefore $p(x)>R(c)$: deposition must exceed the recovery rate \emph{at critical damage}. Where it is met,
\begin{equation}
\frac{dt_a}{dp}=-\int_0^c\frac{dn}{[p-R(n)]^2}<0.
\end{equation}
A larger displacement rate means earlier amorphization. Within these assumptions the first amorphous material appears at the maximum of $p(x)$, whatever the detailed form of $R$.

\section{First-order recovery}

Let $R=n/\tau$. Multiplying $dn/dt+n/\tau=p$ by $e^{t/\tau}$ gives $d(ne^{t/\tau})/dt=pe^{t/\tau}$, and integration from $n=0$ yields
\begin{equation}
n=p\tau\left(1-e^{-t/\tau}\right).
\label{eq:n}
\end{equation}
Define $\lambda(x)=p(x)\tau/c$, the ratio of deposition to recovery at critical damage. Setting $n=c$ gives $e^{-t_a/\tau}=1-1/\lambda$, hence
\begin{equation}
t_a=-\tau\ln\left(1-\frac1\lambda\right),\qquad \lambda>1.
\label{eq:ta}
\end{equation}
The difference between the instantaneous rates is
\begin{equation}
p-\frac n\tau=p\,e^{-t/\tau}>0.
\end{equation}
Wherever the ions deposit damage, deposition thus exceeds recovery at every finite time, even at depths that never amorphize. The manuscript's added criterion identifies growing damage, and growing damage may saturate below $c$.

Let $c=0.2$ and consider a warm target with $\tau=180$ s. The recovery times here and below are chosen to illustrate the model and are not measured values. At the peak, $\lambda_m=0.0016\times180/0.2=1.44$; at the surface, $\lambda(0)=0.734$. After 200 s the surface still gains damage at $8.15\times10^{-4}$ s$^{-1}$ and loses it at only $5.47\times10^{-4}$ s$^{-1}$. Nothing is amorphous yet, since even the peak has reached only $n=0.193$. The peak amorphizes at
\begin{equation}
t_a=-180\ln\left(1-\frac1{1.44}\right)\ \mathrm s=213\ \mathrm s,
\end{equation}
a fluence $\phi t_a=2.13\times10^{14}$ cm$^{-2}$. The surface damage tends to $p(0)\tau=0.147$ and stays below $c$ however long the implant lasts.

The order does not rest on linear recovery. Take $R=n^2/(\tau c)$, which has the same value $c/\tau$ at $n=c$. It equals $(n/c)(n/\tau)$ and is therefore weaker than linear recovery for $0<n<c$. The peak then amorphizes sooner, at 180 s, and is still the first depth to do so. The condition $p>R(c)$, and with it the final extent of the band, is unchanged.

\section{Growth of the buried band}

At time $t$, equation~\eqref{eq:n} makes a depth amorphous if $\lambda(x)(1-e^{-t/\tau})\ge1$. Since $\lambda/\lambda_m=S_n/S_m$, the edges satisfy
\begin{equation}
\frac{2y}{1+y^2}=q,\qquad y=\sqrt{\frac E{E_m}},\qquad
q=\frac1{\lambda_m(1-e^{-t/\tau})}.
\end{equation}
This is the quadratic equation $qy^2-2y+q=0$, so that
\begin{equation}
\sqrt{\frac{E_\pm}{E_m}}=\frac{1\pm\sqrt{1-q^2}}q.
\label{eq:edges}
\end{equation}
A band exists once $q<1$. The higher energy $E_+$ belongs to the shallower edge, and equation~\eqref{eq:depth} converts both energies to depths. If $E_+\ge E_0$, the band has reached the surface.

In the warm target the band extends from 322 to 367 nm at 240 s and from 219 to 380 nm at 600 s. For $t\to\infty$, $q=1/1.44=0.694$ and the edge energies are 92.0 and 2.45 keV. The limiting band lies between 202 and 380 nm and is about 180 nm wide.

Just after onset the band grows almost symmetrically about the peak, but it becomes strongly asymmetric as it approaches its limit. The two roots for $y$ have product one, so $E_+E_-=E_m^2$: the edges are equally far from $E_m$ as energy ratios, but not as energy differences. The ion loses 77 keV between the shallow edge and the peak, and 12.6 keV between the peak and the deep edge. These losses take about 150 and 29 nm. Observing an amorphous front that moves towards the surface would thus be compatible with this model, and would contradict the manuscript's picture of inward growth.

\section{When the surface amorphizes later}

Because $\lambda$ is proportional to $\phi$, there are two flux thresholds:
\begin{equation}
\phi_b=\frac{\phi}{\lambda_m}=6.94\times10^{11}\ \mathrm{cm^{-2}\,s^{-1}},\qquad
\phi_s=\frac{\phi}{\lambda(0)}=1.36\times10^{12}\ \mathrm{cm^{-2}\,s^{-1}}.
\end{equation}
Below $\phi_b$ no band forms. Between the thresholds the band remains buried, and above $\phi_s$ it eventually reaches the surface. The values hold for the warm target with the straight-path profile and scale as $1/\tau$. They illustrate the model and are not predictions for a real material, whose recovery need not be a single first-order process.

Slower recovery has a similar effect at fixed flux. For a cool target with $\tau=600$ s, $\lambda_m=4.8$ and $\lambda(0)=2.45$. Equation~\eqref{eq:ta} gives 140 s at the peak and 315 s at the surface. At 200 s the amorphous band spans 228 to 379 nm beneath a crystalline surface layer. An inspection made only after 315 s would find amorphous material extending from the surface, and the extent alone would not show where it began.

In the limit $\tau\to\infty$, $\lambda$ is large and $-\ln(1-1/\lambda)\to1/\lambda$. Hence $t_a\to\tau/\lambda=c/p$, and the required fluence $\phi c/p$ no longer depends on flux, because $p\propto\phi$. It is $1.25\times10^{14}$ cm$^{-2}$ at the peak and $2.45\times10^{14}$ cm$^{-2}$ at the surface. Recovery is therefore not what places the first amorphous material below the surface; the deposition profile does that. Recovery increases the delay between peak and surface, and can make it infinite.

\section{Conditions under which the surface does go first}

The surface can amorphize first, though not for the reason the manuscript gives. Whether the amorphous layer then thickens inward is a separate question.

\emph{Low entry energy.} In the straight-path model with $E_0<E_m$, nuclear stopping falls from the moment of entry and $p$ is largest at $x=0$. With $E_0=10$ keV and the warm target's other parameters, the surface amorphizes first, at 222 s. The layer then thickens inward, because $p$ falls with depth. In a real target, scattering lengthens the path per unit depth below the surface and can bury the damage maximum even at such energies.

\emph{A weaker surface.} Suppose that the surface has a lower critical damage $c_s$ but the same $\tau$. Its amorphization time is $-\tau\ln[1-c_s/(p(0)\tau)]$. When the peak can amorphize, comparison with equation~\eqref{eq:ta} shows that the surface precedes it if
\begin{equation}
\frac{c_s}{p(0)}<\frac c{p_m},
\qquad\text{that is,}\qquad c_s<0.51\,c=0.102.
\end{equation}
For the straight-path profile and first-order recovery used here, the surface threshold must be lowered by about half; a slight weakening is not enough. Another form of $R$ changes the factor. If only a thin surface layer is weakened, inward thickening does not follow. Beneath that layer the order is still set by $p(x)$, so any amorphous band starts at the buried peak and spreads in both directions, mainly towards the surface for the profile used here. If $\tau$ itself varies with depth, the maximum of $p$ need not amorphize first, and one must find the minimum of $t_a(x)$. With the same profile, slower recovery at the surface is not enough by itself in either target above: even with no recovery at all, the surface needs $c/p(0)=245$ s, whereas the peak amorphizes at 213 s in the warm target and at 140 s in the cool one.

\emph{Spread in ion depth.} Real ions do not all follow the same depth profile. As a test of sensitivity, not a transport calculation, stretch each ion's depth scale by a factor $s$ and average:
\begin{equation}
\bar p(x)=\int w(s)\,\frac{p(x/s)}s\,ds.
\end{equation}
The factor $1/s$ conserves the energy deposited by each ion. Let $w$ be a normal distribution with mean 1 and standard deviation 0.2, cut off at three standard deviations. The peak moves to about 253 nm, and $\lambda$ becomes 1.13 there and 0.766 at the surface. The warm target still forms a buried band, but the onset is delayed to 388 s and the final band lies between about 160 and 316 nm.

The large shift has a simple contribution from ions that stop early. At depth $x$, ions with $s<x/x(0)$ deposit nothing. At the original peak this removes all those with $s<0.89$, about half a standard deviation below the mean; at 253 nm it removes only those with $s<0.64$. This is only part of the shift: the average taken over the surviving ions alone also peaks shallower than 352 nm. The surface value rises slightly because the average of $1/s$ exceeds one. Depths from the straight-path model can therefore be wrong by about 100 nm for such a spread, although the order of events survives if $c$ and $\tau$ are uniform. The warm target is then more sensitive to its surface: without any recovery there, the surface would need only 235 s, so sufficiently slow surface recovery could let it precede the buried peak.

\section{Recommendation}

The manuscript should replace its count of ion crossings by a depth profile of displacement rate, and should compare that profile with recovery at critical damage. Defect migration, neglected here, must be examined separately, because mobile defects trapped at the surface can add to the damage there. Within the present assumptions, a claim that the surface amorphizes first needs either a profile that peaks there or evidence that a lower threshold, slower recovery or both outweigh the smaller displacement rate at the surface. A fully amorphous surface layer at the end of an implant is not such evidence. The model parameters and main results are listed in the numerical output below.

\section*{Computed values}
\begin{verbatim}
Entry energy: 200 keV
Energy of maximum nuclear stopping: 15 keV
Maximum nuclear stopping: 0.4 keV/nm
Electronic stopping coefficient: 0.025 keV^(1/2)/nm
Displacement energy: 20 eV
Atomic density: 50 nm^-3
Critical damage fraction: 0.2
Flux: 1e+12 cm^-2 s^-1
Recovery time, warm: 180 s
Recovery time, cool: 600 s
Ion range: 394.5 nm
Damage peak depth: 351.7 nm
Nuclear stopping at surface: 0.2038 keV/nm
Displacement rate at peak: 0.0016 s^-1
Displacement rate at surface: 0.0008152 s^-1
Surface/peak rate ratio: 0.5095
Warm lambda at peak: 1.44
Warm lambda at surface: 0.7337
Warm onset time at peak: 213.4 s
Warm onset fluence at peak: 2.134e+14 cm^-2
Warm surface saturation damage: 0.1467
Warm surface recovery rate at 200 s: 0.0005469 s^-1
Warm peak damage at 200 s: 0.1932
Warm band at 240 s: 322.3 to 367.5 nm
Warm band at 300 s: 289.1 to 373.9 nm
Warm band at 600 s: 219.2 to 379.6 nm
Warm final edge energies: 91.97 and 2.45 keV
Warm final band: 201.8 to 380.4 nm
Warm final band width: 178.5 nm
Warm flux threshold, buried band: 6.944e+11 cm^-2 s^-1
Warm flux threshold, surface: 1.363e+12 cm^-2 s^-1
Cool lambda at peak: 4.8
Cool lambda at surface: 2.446
Cool onset time at peak: 140.2 s
Cool onset fluence at peak: 1.402e+14 cm^-2
No-recovery fluence at peak: 1.25e+14 cm^-2
Cool onset time at surface: 315.5 s
Cool onset fluence at surface: 3.155e+14 cm^-2
No-recovery fluence at surface: 2.453e+14 cm^-2
Cool band at 200 s: 228.5 to 379.1 nm
Quadratic-recovery onset time at peak: 179.8 s
Low entry energy tested: 10 keV
Low-energy surface onset time, warm: 222.1 s
Surface critical damage for simultaneous onset: 0.1019
Relative depth spread: 0.2
Spread-profile peak depth: 253 nm
Spread-profile peak lambda, warm: 1.131
Spread-profile surface lambda, warm: 0.7661
Spread-profile onset time, warm: 388.2 s
Spread-profile final band, warm: 160 to 316 nm
\end{verbatim}
